# When a Symmetric Closed-Shell Precursor Distorts: The Two-State Threshold: a numerical check

```python
# Result under test: two electronic states at -D and +D, coupled by F*Q, with
# bare elastic energy K*Q^2/2, have a displaced lower-surface minimum exactly
# when F^2 > D*K.
# D: half the electronic gap (eV); F: linear coupling (eV/nm);
# K: bare force constant (eV/nm^2); Q: symmetry-breaking displacement (nm).
# Example: umbrella motion of ammonia, Q = height of N above the H plane.
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid
from scipy.interpolate import CubicSpline
from scipy.optimize import minimize_scalar
from pyscf import gto, scf

D, K, F = 5.0, 2200.0, 123.0
mass_H, mass_N = 1.008, 14.003       # atomic mass units
bond = 0.101                         # N-H length, nm
temperature = 600.0                  # K


def lower_surface(Q, D, F, K_low, K_up):
    """Lowest eigenvalue of the two-state matrix, by diagonalization."""
    Q = np.asarray(Q, dtype=float)
    H = np.zeros(Q.shape + (2, 2))
    H[..., 0, 0] = -D + K_low * Q**2 / 2
    H[..., 1, 1] = D + K_up * Q**2 / 2
    H[..., 0, 1] = H[..., 1, 0] = F * Q
    return np.linalg.eigvalsh(H)[..., 0]


def curvature(energy, Q, step):
    return (energy(Q + step) - 2 * energy(Q) + energy(Q - step)) / step**2


def find_minimum(energy, upper):
    res = minimize_scalar(energy, bounds=(1e-4, upper), method="bounded",
                          options={"xatol": 1e-10})
    return res.x, float(energy(0.0) - res.fun)


# Curvature at the symmetric point, on both sides of the threshold and with
# different force constants in the two states.
for ratio in (0.0, 0.5, 0.95, 1.05, 1.8):
    for K_up in (0.5 * K, K, 2 * K):
        F_test = np.sqrt(ratio * D * K)
        numeric = curvature(
            lambda q: lower_surface(q, D, F_test, K, K_up), 0.0, 4e-5)
        assert abs(numeric - (K - F_test**2 / D)) < 1e-5 * K

# Global threshold: search all displacements, not only small ones.
scan = np.linspace(0.01, 6.0, 1200) * np.sqrt(D / K)
for K_up in (0.0, 0.2 * K, K, 3 * K):
    for ratio, distorts in ((0.98, False), (1.02, True)):
        F_test = np.sqrt(ratio * D * K)
        lowest = np.min(lower_surface(scan, D, F_test, K, K_up)) + D
        assert (lowest < 0) == distorts

# Quartic coefficient at threshold: positive, so no distortion at equality.
F_crit = np.sqrt(D * K)
q_small = 0.05 * D / F_crit
quartic = (lower_surface(q_small, D, F_crit, K, K) + D) / q_small**4
assert abs(quartic / (F_crit**4 / (8 * D**3)) - 1) < 0.01

# Displaced minimum and its properties.
surface = lambda q: lower_surface(q, D, F, K, K)
Q_min = np.sqrt(F**2 / K**2 - D**2 / F**2)
barrier = (F**2 - D * K)**2 / (2 * K * F**2)
well_curvature = K * (1 - (D * K / F**2)**2)
excited_weight = (1 - D * K / F**2) / 2
Q_num, barrier_num = find_minimum(surface, 0.09)
assert abs(Q_num / Q_min - 1) < 1e-5
assert abs(barrier_num / barrier - 1) < 1e-8
assert abs(curvature(surface, Q_min, 4e-5) / well_curvature - 1) < 1e-4
vec = np.linalg.eigh(np.array([[-D, F * Q_num], [F * Q_num, D]]))[1][:, 0]
assert abs(vec[1]**2 - excited_weight) < 1e-5
elastic_cost = K * Q_min**2 / 2
electronic_gain = np.sqrt(D**2 + F**2 * Q_min**2) - D
assert abs(electronic_gain - elastic_cost - barrier_num) < 1e-8

# Two independent electrons in two orbitals: full product-space matrix.
orbital_coupling = F / np.sqrt(2)


def two_electron_matrix(Q):
    h = np.array([[-D, orbital_coupling * Q], [orbital_coupling * Q, D]])
    return np.kron(h, np.eye(2)) + np.kron(np.eye(2), h)


def two_electron_surface(Q):
    return np.linalg.eigvalsh(two_electron_matrix(Q))[0] + K * Q**2 / 2


closed = np.array([1.0, 0, 0, 0])
singlet = np.array([0, 1.0, 1.0, 0]) / np.sqrt(2)
triplet = np.array([0, 1.0, -1.0, 0]) / np.sqrt(2)
M = two_electron_matrix(0.01)
assert abs(closed @ M @ singlet - F * 0.01) < 1e-12
assert abs(closed @ M @ triplet) < 1e-12
assert abs(singlet @ M @ singlet - closed @ M @ closed - 2 * D) < 1e-12
assert abs(curvature(two_electron_surface, 0.0, 4e-5)
           - (K - F**2 / D)) < 1e-5 * K
Q_double, barrier_double = find_minimum(two_electron_surface, 0.12)
assert abs(Q_double / (np.sqrt(2) * Q_min) - 1) < 1e-5
assert abs(barrier_double / (2 * barrier) - 1) < 1e-7

# Effect of a softer upper state on the depth.
Q_soft, barrier_soft = find_minimum(
    lambda q: lower_surface(q, D, F, K, 0.8 * K), 0.12)

# Nuclear motion. The planar point is the zero of energy.
mu = 3 * mass_H * mass_N / (3 * mass_H + mass_N)
hbar2_mu = const.hbar**2 / (mu * const.atomic_mass) / const.e * 1e18
hbar_eVs = const.hbar / const.e


def kinetic_matrix(n, spacing):
    """Sinc-grid kinetic energy for the constant mass mu."""
    diff = np.arange(n)[:, None] - np.arange(n)[None, :]
    safe = np.where(diff == 0, 1, diff)
    T = np.where(diff == 0, np.pi**2 / 3, 2.0 * (-1.0)**diff / safe**2)
    return hbar2_mu / (2 * spacing**2) * T


n_grid = 221
grid = np.linspace(-0.11, 0.11, n_grid)
T = kinetic_matrix(n_grid, grid[1] - grid[0])
levels, states = np.linalg.eigh(T + np.diag(surface(grid) + D))
split_adiabatic = levels[1] - levels[0]
zero_point = levels[0] + barrier

# Full two-state nuclear problem on the grid.
V = np.diag(K * grid**2 / 2)
C = np.diag(F * grid)
full_grid = np.linalg.eigvalsh(
    np.block([[T + V, C], [C, T + V + 2 * D * np.eye(n_grid)]]))
split_full = full_grid[1] - full_grid[0]

# The same problem in a harmonic-oscillator basis.
n_osc = 110
quantum = np.sqrt(K * hbar2_mu)
length = np.sqrt(hbar2_mu / quantum)
Q_osc = np.diag(np.sqrt(np.arange(1, n_osc) / 2), 1) * length
Q_osc = Q_osc + Q_osc.T
H_osc = np.diag(quantum * (np.arange(n_osc) + 0.5))
osc_levels, osc_states = np.linalg.eigh(np.block(
    [[H_osc, F * Q_osc], [F * Q_osc, H_osc + 2 * D * np.eye(n_osc)]]))
assert abs(osc_levels[0] - full_grid[0]) < 1e-8
assert abs((osc_levels[1] - osc_levels[0]) / split_full - 1) < 1e-4
assert abs(split_adiabatic / split_full - 1) < 0.2
ground = osc_states[:, 0]
Q_both = np.kron(np.eye(2), Q_osc)
mean_Q = ground @ Q_both @ ground
rms_Q = np.sqrt(ground @ Q_both @ Q_both @ ground)
assert abs(mean_Q) < 1e-6 and rms_Q > 0.5 * Q_min

# A packet placed in one well is found in the other after h/(2*splitting).
crossing_time = np.pi * hbar_eVs / split_adiabatic
width2 = np.sqrt(hbar2_mu / well_curvature)
packet = np.exp(-(grid - Q_min)**2 / (2 * width2))
packet = packet / np.linalg.norm(packet)
evolved = states @ (np.exp(-1j * levels * crossing_time / hbar_eVs)
                    * (states.T @ packet))
start_Q = np.sum(grid * packet**2)
end_Q = np.sum(grid * np.abs(evolved)**2)
assert end_Q < -0.6 * start_Q


# Rigid N-H bonds make the mass grow with height; use path length instead.
def path_splitting(bond_length):
    q = np.linspace(-0.095, 0.095, 8001)
    mass_ratio = 1 + 3 * mass_H * q**2 / (mu * (bond_length**2 - q**2))
    s = cumulative_trapezoid(np.sqrt(mass_ratio), q, initial=0.0)
    s = s - s[-1] / 2
    s_grid = np.linspace(s[0], s[-1], 241)
    q_grid = CubicSpline(s, q)(s_grid)
    H = kinetic_matrix(241, s_grid[1] - s_grid[0])
    e = np.linalg.eigvalsh(H + np.diag(surface(q_grid) + D))
    return e[1] - e[0]


assert abs(path_splitting(1e3) / split_adiabatic - 1) < 1e-3
split_path = path_splitting(bond)
mass_growth = 3 * mass_H * Q_min**2 / (mu * (bond**2 - Q_min**2))

# Thermal population of levels above the planar barrier.
kT = const.k * temperature / const.e
weights = np.exp(-(levels - levels[0]) / kT)
above_barrier = weights[levels > 0].sum() / weights.sum()

# Closed-shell Hartree-Fock check of ammonia at fixed N-H length.
hartree_eV = const.physical_constants["Hartree energy in eV"][0]


def ammonia_energy(height):
    radius = np.sqrt(bond**2 - height**2)
    atoms = [("N", (0.0, 0.0, 10 * height))]
    for k in range(3):
        angle = 2 * np.pi * k / 3
        atoms.append(("H", (10 * radius * np.cos(angle),
                            10 * radius * np.sin(angle), 0.0)))
    mol = gto.M(atom=atoms, basis="def2-tzvp", unit="Angstrom", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-10
    energy = mf.kernel()
    assert mf.converged
    return energy * hartree_eV


planar = ammonia_energy(0.0)
hf_curvature = 2 * (ammonia_energy(0.005) - planar) / 0.005**2
hf = minimize_scalar(ammonia_energy, bounds=(0.02, 0.06), method="bounded",
                     options={"xatol": 1e-4})
hf_barrier = planar - hf.fun
assert hf_curvature < 0
assert 0.5 < barrier / hf_barrier < 2
assert 0.7 < Q_min / hf.x < 1.4

print(f"Half gap D: {D:.1f} eV")
print(f"Full gap 2D: {2*D:.1f} eV")
print(f"Bare force constant K: {K:.0f} eV/nm^2")
print(f"State coupling F: {F:.0f} eV/nm")
print(f"Critical coupling sqrt(DK): {F_crit:.2f} eV/nm")
print(f"F^2: {F**2:.0f} eV^2/nm^2")
print(f"D*K: {D*K:.0f} eV^2/nm^2")
print(f"Ratio F^2/(DK): {F**2/(D*K):.4f}")
print(f"Softening F^2/D: {F**2/D:.1f} eV/nm^2")
print(f"Curvature at Q=0: {K-F**2/D:.1f} eV/nm^2")
print(f"Displacement Q0: {Q_min:.5f} nm")
print(f"Elastic cost at Q0: {elastic_cost:.4f} eV")
print(f"Electronic gain at Q0: {electronic_gain:.4f} eV")
print(f"Barrier B: {barrier:.4f} eV")
print(f"Barrier B: {barrier*const.e*const.N_A/1000:.2f} kJ/mol")
print(f"Well curvature: {well_curvature:.1f} eV/nm^2")
print(f"Excited-state weight at Q0: {excited_weight:.4f}")
print(f"Orbital coupling f=F/sqrt(2): {orbital_coupling:.2f} eV/nm")
print(f"Q0 with double excitation: {Q_double:.5f} nm")
print(f"Barrier with double excitation: {barrier_double:.4f} eV")
print(f"Q0 with upper K reduced 20%: {Q_soft:.5f} nm")
print(f"Barrier with upper K reduced 20%: {barrier_soft:.4f} eV")
print(f"H mass, N mass: {mass_H:.3f}, {mass_N:.3f} u")
print(f"Umbrella reduced mass: {mu:.4f} u")
print(f"Harmonic well quantum: {np.sqrt(well_curvature*hbar2_mu):.4f} eV")
print(f"Lowest level above well bottom: {zero_point:.4f} eV")
print(f"Tunnel splitting, one surface: {split_adiabatic*1000:.4f} meV")
print(f"Tunnel splitting, both states: {split_full*1000:.4f} meV")
print(f"Crossing time, one surface: {crossing_time*1e12:.2f} ps")
print(f"Packet mean Q at start: {start_Q:.4f} nm")
print(f"Packet mean Q after crossing time: {end_Q:.4f} nm")
print(f"Ground-state |mean Q| below 1e-6 nm: {abs(mean_Q) < 1e-6}")
print(f"Ground-state rms Q: {rms_Q:.5f} nm")
print(f"Fixed N-H length: {bond:.3f} nm")
print(f"Mass increase at Q0, rigid bonds: {100*mass_growth:.1f} %")
print(f"Tunnel splitting, rigid bonds: {split_path*1000:.4f} meV")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {kT:.4f} eV")
print(f"Population above barrier: {100*above_barrier:.2f} %")
print(f"RHF/def2-TZVP planar curvature: {hf_curvature:.0f} eV/nm^2")
print(f"RHF/def2-TZVP height: {hf.x:.4f} nm")
print(f"RHF/def2-TZVP barrier: {hf_barrier:.3f} eV")
print("verified")
```

Printed output:

```
Half gap D: 5.0 eV
Full gap 2D: 10.0 eV
Bare force constant K: 2200 eV/nm^2
State coupling F: 123 eV/nm
Critical coupling sqrt(DK): 104.88 eV/nm
F^2: 15129 eV^2/nm^2
D*K: 11000 eV^2/nm^2
Ratio F^2/(DK): 1.3754
Softening F^2/D: 3025.8 eV/nm^2
Curvature at Q=0: -825.8 eV/nm^2
Displacement Q0: 0.03838 nm
Elastic cost at Q0: 1.6207 eV
Electronic gain at Q0: 1.8768 eV
Barrier B: 0.2561 eV
Barrier B: 24.71 kJ/mol
Well curvature: 1037.0 eV/nm^2
Excited-state weight at Q0: 0.1365
Orbital coupling f=F/sqrt(2): 86.97 eV/nm
Q0 with double excitation: 0.05428 nm
Barrier with double excitation: 0.5122 eV
Q0 with upper K reduced 20%: 0.04262 nm
Barrier with upper K reduced 20%: 0.3097 eV
H mass, N mass: 1.008, 14.003 u
Umbrella reduced mass: 2.4869 u
Harmonic well quantum: 0.1320 eV
Lowest level above well bottom: 0.0638 eV
Tunnel splitting, one surface: 0.1286 meV
Tunnel splitting, both states: 0.1263 meV
Crossing time, one surface: 16.08 ps
Packet mean Q at start: 0.0384 nm
Packet mean Q after crossing time: -0.0355 nm
Ground-state |mean Q| below 1e-6 nm: True
Ground-state rms Q: 0.03772 nm
Fixed N-H length: 0.101 nm
Mass increase at Q0, rigid bonds: 20.5 %
Tunnel splitting, rigid bonds: 0.0904 meV
Temperature: 600 K
Thermal energy kT: 0.0517 eV
Population above barrier: 1.51 %
RHF/def2-TZVP planar curvature: -751 eV/nm^2
RHF/def2-TZVP height: 0.0366 nm
RHF/def2-TZVP barrier: 0.247 eV
verified
```
